# Elastic energy shifts of a dilatation centre in fixed and relaxed supercells: verification in Python

```python
# Result under test: a dilatation centre (elastic dipole P times the unit tensor)
# in an isotropic medium, one per periodic cell of volume V, has the energy
#   fixed cell   : E_iso + P^2/(2 V M),   M = B + 4 mu/3
#   relaxed cell : E_iso + P^2/(2 V) (1/M - 1/B), which is below E_iso.
# B: bulk modulus, mu: shear modulus, E_iso: energy in an infinite medium.
# The core is a normalized Gaussian g of width SIGMA. The energy functional is
#   E = integral of [elastic energy density - P g tr(strain)].
# Internal units: eV and angstrom.
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import quad

GPA = 1e9 * constants.angstrom**3 / constants.e   # eV/A^3 in one GPa
SIGMA = 0.8
I3 = np.eye(3)


def stiffness(bulk, shear):
    lam = bulk - 2 * shear / 3
    return (lam * np.einsum('ij,kl->ijkl', I3, I3)
            + shear * (np.einsum('ik,jl->ijkl', I3, I3)
                       + np.einsum('il,jk->ijkl', I3, I3)))


def displacement_modes(k, dipole, bulk, shear):
    """Force and displacement Fourier amplitudes for nonzero wavevectors k."""
    g_k = np.exp(-0.5 * SIGMA**2 * np.sum(k**2, axis=1))
    force = -1j * (k @ dipole) * g_k[:, None]
    c_k = np.einsum('ijkl,nl->nijk', stiffness(bulk, shear), k)
    matrix = np.einsum('nijk,nj->nik', c_k, k)
    disp = np.linalg.solve(matrix.astype(complex), force[:, :, None])[:, :, 0]
    return force, disp


def periodic_energy(cell, dipole, bulk, shear):
    """Fixed-cell energy by an explicit reciprocal-lattice sum."""
    kmax = 6.5 / SIGMA
    recip = 2 * np.pi * np.linalg.inv(cell).T
    top = [int(np.ceil(kmax * np.linalg.norm(a) / (2 * np.pi))) for a in cell]
    axes = [np.arange(-t, t + 1) for t in top]
    n = np.stack(np.meshgrid(*axes, indexing='ij'), -1).reshape(-1, 3)
    k = n @ recip
    size = np.linalg.norm(k, axis=1)
    k = k[(size > 1e-9) & (size < kmax)]
    force, disp = displacement_modes(k, dipole, bulk, shear)
    volume = abs(np.linalg.det(cell))
    return -0.5 * np.sum(force.conj() * disp).real / volume


def radial_energy(radius, strength, bulk, shear, boundary):
    """Minimum energy of a sphere with a central defect, in a polynomial basis.
    boundary: 'infinite' (elastic exterior), 'clamped' or 'free'."""
    nb = 32
    x, w = legendre.leggauss(200)
    r, w = 0.5 * radius * (x + 1), 0.5 * radius * w
    t = 2 * (r / radius)**2 - 1
    poly = legendre.legvander(t, nb - 1)
    dpoly = np.array([legendre.legval(t, legendre.legder(row))
                      for row in np.eye(nb)]).T
    hoop = poly                                        # u/r
    du = poly + dpoly * (4 * r**2 / radius**2)[:, None]  # du/dr
    div = du + 2 * hoop
    weight = 4 * np.pi * r**2 * w
    lam = bulk - 2 * shear / 3
    hess = (lam * div.T @ (weight[:, None] * div)
            + 2 * shear * du.T @ (weight[:, None] * du)
            + 4 * shear * hoop.T @ (weight[:, None] * hoop))
    g = np.exp(-r**2 / (2 * SIGMA**2)) / (2 * np.pi * SIGMA**2)**1.5
    load = strength * div.T @ (weight * g)
    edge = radius * np.ones(nb)                        # basis values at surface
    if boundary == 'infinite':
        # exterior field falls as 1/r^2 and stores 8 pi mu R u(R)^2
        hess = hess + 16 * np.pi * shear * radius * np.outer(edge, edge)
    if boundary == 'clamped':
        keep = np.eye(nb)[1:] - np.eye(nb)[0]          # vanish at the surface
        hess, load = keep @ hess @ keep.T, keep @ load
    return -0.5 * load @ np.linalg.solve(hess, load)


def grid_energy_function(edge, npts, strength, bulk, shear):
    """Total energy of a cubic cell as a function of the mean strain tensor."""
    freq = 2 * np.pi * np.fft.fftfreq(npts, edge / npts)
    k = np.stack(np.meshgrid(freq, freq, freq, indexing='ij'), -1).reshape(-1, 3)
    disp = np.zeros((npts**3, 3), complex)
    disp[1:] = displacement_modes(k[1:], strength * I3, bulk, shear)[1]
    strain = np.empty((3, 3, npts, npts, npts))
    for i in range(3):
        for j in range(3):
            mode = 0.5j * (k[:, i] * disp[:, j] + k[:, j] * disp[:, i])
            field = np.fft.ifftn(mode.reshape(npts, npts, npts))
            strain[i, j] = field.real * npts**3 / edge**3
    x = np.arange(npts) * edge / npts
    x = np.minimum(x, edge - x)
    g1 = np.exp(-x**2 / (2 * SIGMA**2)) / np.sqrt(2 * np.pi * SIGMA**2)
    g = g1[:, None, None] * g1[None, :, None] * g1[None, None, :]
    lam = bulk - 2 * shear / 3
    dv = (edge / npts)**3

    def energy(mean):
        e = strain + mean[:, :, None, None, None]
        tr = e[0, 0] + e[1, 1] + e[2, 2]
        flat = e.ravel()
        return dv * (0.5 * lam * np.sum(tr * tr) + shear * np.dot(flat, flat)
                     - strength * np.sum(g * tr))
    return energy


def relax_cell(energy):
    """Newton step on six strain components; exact for a quadratic energy."""
    basis = []
    for i in range(3):
        for j in range(i, 3):
            m = np.zeros((3, 3))
            m[i, j] = m[j, i] = 1.0
            basis.append(m)
    s = 0.01
    grad = np.array([(energy(s * b) - energy(-s * b)) / (2 * s) for b in basis])
    hess = np.zeros((6, 6))
    for a in range(6):
        for b in range(a, 6):
            p, q = s * basis[a], s * basis[b]
            hess[a, b] = hess[b, a] = (energy(p + q) - energy(p - q)
                                       - energy(q - p) + energy(-p - q)) / (4 * s * s)
    assert np.all(np.linalg.eigvalsh(hess) > 0)
    coeff = -np.linalg.solve(hess, grad)
    best = sum(c * b for c, b in zip(coeff, basis))
    return best, energy(best)


# Far field from the Kelvin point-force solution: value and zero divergence
X = sp.symbols('x y z', positive=True)
mu_s, nu_s, P_s = sp.symbols('mu nu P', positive=True)
rad = sp.sqrt(sum(c**2 for c in X))
kelvin = [[((3 - 4 * nu_s) * int(i == j) / rad + X[i] * X[j] / rad**3)
           / (16 * sp.pi * mu_s * (1 - nu_s)) for j in range(3)] for i in range(3)]
u_far = [-P_s * sum(sp.diff(kelvin[i][j], X[j]) for j in range(3)) for i in range(3)]
M_s = 2 * mu_s * (1 - nu_s) / (1 - 2 * nu_s)   # B + 4 mu/3 in terms of mu, nu
assert sp.simplify(sum(sp.diff(u_far[i], X[i]) for i in range(3))) == 0
for i in range(3):
    assert sp.simplify(u_far[i] - P_s * X[i] / (4 * sp.pi * M_s * rad**3)) == 0

# Worked example
P, B_GPA, MU_GPA = 10.0, 160.0, 60.0
B, MU = B_GPA * GPA, MU_GPA * GPA
M = B + 4 * MU / 3
print(f"dipole strength P = {P:.1f} eV")
print(f"bulk modulus B = {B_GPA:.1f} GPa = {B:.5f} eV/A^3")
print(f"shear modulus mu = {MU_GPA:.1f} GPa = {MU:.5f} eV/A^3")
print(f"M = B + 4mu/3 = {M / GPA:.1f} GPa = {M:.5f} eV/A^3")
print(f"core width = {SIGMA:.1f} A")
r_ref = (3 * 1000.0 / (4 * np.pi))**(1 / 3)
e_iso = radial_energy(r_ref, P, B, MU, 'infinite')
g_square = quad(lambda r: 4 * np.pi * r**2 * np.exp(-r**2 / SIGMA**2)
                / (2 * np.pi * SIGMA**2)**3, 0, 12 * SIGMA)[0]
assert abs(e_iso + P**2 * g_square / (2 * M)) < 1e-8
print(f"integral of g^2 = {g_square:.6f} 1/A^3")
print(f"isolated energy (core dependent) = {1e3 * e_iso:.3f} meV")

for edge, npts in ((10.0, 32), (12.0, 40), (15.0, 48)):
    V = edge**3
    e_fix = periodic_energy(edge * I3, P * I3, B, MU)
    energy = grid_energy_function(edge, npts, P, B, MU)
    assert abs(energy(np.zeros((3, 3))) - e_fix) < 1e-7
    mean, e_rel = relax_cell(energy)
    up, down = e_fix - e_iso, e_rel - e_iso
    unit = P**2 / (2 * V * M)
    assert abs(up - unit) < 1e-5 * unit
    assert abs(down + 2 * MU * P**2 / (3 * V * B * M)) < 1e-5 * unit
    assert up > 0 > down
    theta = np.trace(mean)
    assert np.allclose(mean, I3 * P / (3 * V * B), atol=1e-7)
    print(f"edge {edge:.0f} A: V = {V:.0f} A^3")
    print(f"  fixed-cell shift = {1e3 * up:+.3f} meV")
    print(f"  relaxed-cell shift = {1e3 * down:+.3f} meV")
    print(f"  relaxed dilatation = {100 * theta:.4f} percent")
    if edge == 10.0:
        # general mean strain: no cross term with the periodic field
        trial = np.array([[.010, .004, -.003], [.004, -.006, .002],
                          [-.003, .002, .005]])
        tr = np.trace(trial)
        dev = trial - I3 * tr / 3
        want = e_fix + V * (B * tr**2 / 2 + MU * np.sum(dev**2)) - P * tr
        assert abs(energy(trial) - want) < 1e-7
        s = 1e-3
        pressure = -(energy(s * I3 / 3) - energy(-s * I3 / 3)) / (2 * s * V)
        assert abs(pressure - P / V) < 1e-7
        recovered = (4 * MU / 3 * e_fix + B * e_rel) / M
        assert abs(recovered - e_iso) < 1e-6
        print(f"  volume change on relaxation = {V * theta:.3f} A^3")
        print(f"  energy gained on relaxation = {1e3 * (e_fix - e_rel):.3f} meV")
        print(f"  fixed-cell pressure = {pressure / GPA:.4f} GPa")
        print(f"  shift ratio relaxed/fixed = {down / up:.4f}")
        print(f"  fixed-cell energy = {1e3 * e_fix:.3f} meV")
        print(f"  relaxed-cell energy = {1e3 * e_rel:.3f} meV")
        print(f"  isolated energy recovered = {1e3 * recovered:.3f} meV")
        # spherical cell of the same volume
        clamped = radial_energy(r_ref, P, B, MU, 'clamped') - e_iso
        free = radial_energy(r_ref, P, B, MU, 'free') - e_iso
        assert abs(clamped - up) < 1e-6 and abs(free - down) < 1e-6
        print(f"  sphere radius = {r_ref:.4f} A")
        print(f"  clamped-sphere shift = {1e3 * clamped:+.3f} meV")
        print(f"  free-sphere shift = {1e3 * free:+.3f} meV")
        # embedded spherical cluster: interior and exterior energies cancel
        th = P / (M * V)
        inside = energy(I3 * th / 3) - e_iso
        a = th * r_ref**3 / 3                         # exterior u = a/r^2
        outside = quad(lambda r: 4 * np.pi * r**2 * MU
                       * ((2 * a / r**3)**2 + 2 * (a / r**3)**2), r_ref, np.inf)[0]
        assert abs(inside + outside) < 1e-6
        assert abs(outside - 2 * MU / 3 * V * th**2) < 1e-8
        print(f"  cluster dilatation = {100 * th:.4f} percent")
        print(f"  cluster interior energy per cell = {1e3 * inside:+.3f} meV")
        print(f"  cluster exterior energy per cell = {1e3 * outside:+.3f} meV")

# Skewed cell and other moduli, including 4 mu/3 > B
skew = np.array([[10.0, 0.0, 0.0], [2.0, 11.0, 0.0], [-1.5, 2.5, 12.0]])
v_skew = abs(np.linalg.det(skew))
for b_test, m_test in ((B, MU), (0.5, 0.9), (1.2, 0.1)):
    gap = (periodic_energy(skew, P * I3, b_test, m_test)
           - radial_energy(r_ref, P, b_test, m_test, 'infinite'))
    want = P**2 / (2 * v_skew * (b_test + 4 * m_test / 3))
    assert abs(gap - want) < 1e-5 * want
    if b_test == B:
        print(f"skewed cell: V = {v_skew:.0f} A^3, fixed shift = {1e3 * gap:+.3f} meV")

# Shape dependence at equal volume: absent for isotropic, present for uniaxial
tetra = np.diag([9.0, 9.0, 1000.0 / 81.0])
cube = 10.0 * I3
uniaxial = np.diag([0.0, 0.0, P])
d_iso = periodic_energy(tetra, P * I3, B, MU) - periodic_energy(cube, P * I3, B, MU)
d_uni = periodic_energy(tetra, uniaxial, B, MU) - periodic_energy(cube, uniaxial, B, MU)
assert abs(d_iso) < 1e-7 and abs(d_uni) > 1e-4
print(f"tetragonal cell edges = {tetra[0, 0]:.3f}, {tetra[2, 2]:.3f} A")
print(f"tetragonal minus cubic, isotropic dipole = {abs(1e3 * d_iso):.3f} meV")
print(f"tetragonal minus cubic, uniaxial dipole = {1e3 * d_uni:+.3f} meV")
print("verified")
```

Running it gives:

```
dipole strength P = 10.0 eV
bulk modulus B = 160.0 GPa = 0.99864 eV/A^3
shear modulus mu = 60.0 GPa = 0.37449 eV/A^3
M = B + 4mu/3 = 240.0 GPa = 1.49796 eV/A^3
core width = 0.8 A
integral of g^2 = 0.043845 1/A^3
isolated energy (core dependent) = -1463.472 meV
edge 10 A: V = 1000 A^3
  fixed-cell shift = +33.379 meV
  relaxed-cell shift = -16.689 meV
  relaxed dilatation = 1.0014 percent
  volume change on relaxation = 10.014 A^3
  energy gained on relaxation = 50.068 meV
  fixed-cell pressure = 1.6022 GPa
  shift ratio relaxed/fixed = -0.5000
  fixed-cell energy = -1430.093 meV
  relaxed-cell energy = -1480.161 meV
  isolated energy recovered = -1463.472 meV
  sphere radius = 6.2035 A
  clamped-sphere shift = +33.379 meV
  free-sphere shift = -16.689 meV
  cluster dilatation = 0.6676 percent
  cluster interior energy per cell = -11.126 meV
  cluster exterior energy per cell = +11.126 meV
edge 12 A: V = 1728 A^3
  fixed-cell shift = +19.316 meV
  relaxed-cell shift = -9.658 meV
  relaxed dilatation = 0.5795 percent
edge 15 A: V = 3375 A^3
  fixed-cell shift = +9.890 meV
  relaxed-cell shift = -4.945 meV
  relaxed dilatation = 0.2967 percent
skewed cell: V = 1320 A^3, fixed shift = +25.287 meV
tetragonal cell edges = 9.000, 12.346 A
tetragonal minus cubic, isotropic dipole = 0.000 meV
tetragonal minus cubic, uniaxial dipole = -9.480 meV
verified
```
